# Why Berry-phase branches must be continuous across strings in two-dimensional polarization

**Q.** For the polarization of a two-dimensional insulator along $\mathbf a_1$ I compute a Berry phase on each of $N$ strings,
$$\phi(y_j)=-\,\mathrm{Im}\ln\prod_{l=0}^{N_x-1}\langle u(x_l,y_j)|u(x_{l+1},y_j)\rangle ,$$
with $x=k_xa$, $y=k_yb$, $x_l=2\pi l/N_x$, $y_j=2\pi j/N$. The logarithm returns a value in $(-\pi,\pi]$, and I average these values. Each phase is defined modulo $2\pi$ and the polarization modulo a quantum, so the branch cannot matter.

**A.** Take a rectangular cell with sides $a$ and $b$, one filled band of spinless electrons, a gap at every $\mathbf k$, orbitals at the lattice points so that $u$ is periodic in $x$ and $y$, and Hartree units. Each $u$ enters the product once as bra and once as ket, so its phase cancels. Since $\langle u|u+du\rangle\approx1+\langle u|\partial_xu\rangle dx=e^{-iA_xdx}$ with $A_x=i\langle u|\partial_xu\rangle$, the phase tends to $\oint A_x\,dx$ modulo $2\pi$. The electronic polarization is $P=-(e/b)\,\bar\phi/2\pi$, with $\bar\phi$ the mean over $y$ and $e/b$ the quantum. If string $j$ is moved by $2\pi n_j$, then $\bar\phi/2\pi$ moves by $\sum_jn_j/N$. That is a whole quantum only when the sum is a multiple of $N$. With $m$ strings folded down by $2\pi$, the error in $\bar\phi/2\pi$ is $-m/N$.

**Q.** An error relative to what? Why is one set of integers privileged?

**A.** Because $P$ must follow the charge. Let $H$ depend on a slow parameter $\lambda(t)$ and write the state as $e^{-i\gamma(t)}(u+\delta)$, with $\delta$ orthogonal to $u$ and $\dot\gamma=E-\dot\lambda A_\lambda$, where $A_\lambda=i\langle u|\partial_\lambda u\rangle$. To first order in $\dot\lambda$ the Schrödinger equation reads $i\dot\lambda\,\partial_\lambda u-\dot\lambda A_\lambda u+E\delta=H\delta$. Projecting on an empty state $m'$ removes the term in $u$ and gives $\langle m'|\delta\rangle=-i\dot\lambda\langle m'|\partial_\lambda u\rangle/(E-E_{m'})$. Differentiating $Hu=Eu$ gives $\langle m'|\partial_xu\rangle=\langle m'|\partial_xH|u\rangle/(E-E_{m'})$. The velocity in cells per unit time is the expectation value of $\partial_xH$:
$$\langle\partial_xH\rangle=\partial_xE+2\,\mathrm{Re}\big[-i\dot\lambda\textstyle\sum_{m'}\langle\partial_xu|m'\rangle\langle m'|\partial_\lambda u\rangle\big]=\partial_xE-\dot\lambda\,\Omega_{x\lambda}.$$
Here $\Omega_{x\lambda}=\partial_xA_\lambda-\partial_\lambda A_x=-2\,\mathrm{Im}\langle\partial_xu|\partial_\lambda u\rangle$. I used $\mathrm{Re}(-iz)=\mathrm{Im}\,z$, and completed the sum with the term $m'=u$, a product of two imaginary numbers that adds no imaginary part. The term $\partial_xE$ averages to zero, so each string moves its electron by $-\frac1{2\pi}\oint\Omega_{x\lambda}dx$ cells per unit $\lambda$. On the other side, $\oint\partial_xA_\lambda dx=0$ by periodicity, so
$$\partial_\lambda\phi=\oint\partial_\lambda A_x\,dx=-\oint\Omega_{x\lambda}\,dx .$$
Thus $a\phi/2\pi$ tracks the electron, provided $\phi$ is followed continuously in $\lambda$. One electron per area $ab$ gives the formula for $P$. A principal value jumps by $2\pi$ on crossing $\pi$, and no current accompanies the jump.

**Q.** That is continuity in $\lambda$. Why in $y$?

**A.** Cut a ribbon $L$ cells wide along $x$, periodic along $\mathbf a_2$, with gapped edges. At each $y$ it is a finite gapped chain. Let $D_L(y)$ be the sum of $\langle n\rangle$ over its occupied states, $n$ being the cell index. Describe those states by localized Wannier functions. In the interior the one belonging to cell $n$ has amplitude $W(n')=\oint e^{ix(n'-n)}u(x)\,dx/2\pi$ in cell $n'$. Integrating by parts, $(n'-n)W(n')=\oint e^{ix(n'-n)}\,i\partial_xu\,dx/2\pi$, and Parseval's relation gives $\sum_{n'}W^\dagger(n'-n)W=\oint A_x\,dx/2\pi$, so it is centred at $n+\phi/2\pi$. Insert a cell at position $M$, far from both edges. The $L-M$ functions on its right move by one, and a new one appears at $M+\phi/2\pi$, so
$$D_{L+1}-D_L=L+\phi(y)/2\pi .$$
The left side is an expectation value, with no logarithm. The occupied projector of a gapped matrix is continuous in $y$, so this $\phi$ is continuous. The cut fixes one integer for all strings.

**Q.** Show me a case where my average goes wrong.

**A.** Take Rice–Mele chains coupled along $\mathbf a_2$:
$$H_{AA}=-H_{BB}=\Delta(y)=\Delta_0+2t\cos y,\qquad H_{AB}=v+2s\sin y+we^{-ix},$$
first with $s=0$ and $0<v<w$. Write $H_{AB}=|h|e^{-i\chi}$, $E=\sqrt{\Delta^2+|h|^2}$, $\cos\theta=\Delta/E$. The state of energy $-E$ is $u=(\sin\frac\theta2e^{-i\chi},-\cos\frac\theta2)$: the first row of $Hu$ is $Ee^{-i\chi}(\cos\theta\sin\frac\theta2-\sin\theta\cos\frac\theta2)=-E\sin\frac\theta2e^{-i\chi}$, and the second is $E(\sin\theta\sin\frac\theta2+\cos\theta\cos\frac\theta2)=E\cos\frac\theta2$. The $\theta$ derivatives cancel by normalization, so $A_x=\sin^2\frac\theta2\,\chi'=\frac12(1-\Delta/E)\chi'$. From $|h|e^{i\chi}=v+we^{ix}$,
$$\chi'=\mathrm{Im}\frac{iwe^{ix}}{v+we^{ix}}=\frac{w(w+v\cos x)}{|h|^2}.$$
For $v<w$ this is positive, and the circle $v+we^{ix}$ encloses the origin, so $\oint\chi'dx=2\pi$ and
$$\phi(y)=\pi-\frac{\Delta}{2}\oint\frac{\chi'}{E}\,dx .$$
This is continuous in $y$, lies in $(0,2\pi)$ because $|\Delta|<E$, and exceeds $\pi$ exactly when $\Delta<0$. Those strings are folded down. They occupy $\cos y<-\Delta_0/2t$, a fraction $f=\arccos(\Delta_0/2t)/\pi$ of the zone.

Take the round values $a=6$, $b=4$ bohr, $v=0.05$, $w=0.10$, $\Delta_0=t=0.04$ Ha, so $f=1/3$. The table gives your product with $N_x=400$ and numerical eigenvectors; the unwrapped phase, built from the first string by adding each difference reduced to $(-\pi,\pi]$; and $2\pi(D_{31}-D_{30}-30)$ from diagonalizing ribbons $B_0\dots B_{L-1},A_1\dots A_L$, which end on $w$ bonds. The phases are even in $y$.

| $y$ (deg) | $\Delta$ (Ha) | principal | unwrapped | ribbon |
|---|---|---|---|---|
| 0 | 0.1200 | 0.6550 | 0.6550 | 0.6551 |
| 36 | 0.1047 | 0.7754 | 0.7754 | 0.7754 |
| 72 | 0.0647 | 1.2686 | 1.2686 | 1.2686 |
| 108 | 0.0153 | 2.5586 | 2.5586 | 2.5587 |
| 144 | −0.0247 | −2.2330 | 4.0502 | 4.0501 |
| 180 | −0.0400 | −1.7880 | 4.4952 | 4.4951 |

For ten strings the unwrapped sum is $0.6550+2(0.7754+1.2686+2.5586+4.0502)+4.4952=22.4558$, and $22.4558/(10\cdot2\pi)=0.3574$. The strings at 144°, 180° and 216° are folded, so your mean is $0.3574-3/10=0.0574$.

**Q.** Then I refine the mesh.

**A.** For $N=20,40,80,1000$ the error in $\bar\phi/2\pi$, relative to the continuous branch, is $-0.350,-0.325,-0.3375,-0.333$: it tends to $-f$. The integral formula, averaged over 200 values of $y$, gives $\bar\phi/2\pi=0.3575$. With the quantum $e/b=0.25\ e/\text{bohr}$ (757 pC/m), $P=-0.25\times0.3575=-0.0894\ e/\text{bohr}$ ($-271$ pC/m), while your limit is $-0.25\,(0.3575-0.3333)=-0.0060\ e/\text{bohr}$ ($-18$ pC/m).

Differences do not escape. At $\Delta_0=0.10$ Ha, $\Delta>0$ everywhere and nothing is folded. Lower $\Delta_0$ to $0.04$ Ha. Integrating $-\oint\Omega_{x\Delta_0}dx$ on a $128\times128$ mesh, with 12 Gauss–Legendre points in $\Delta_0$, gives $\Delta\bar\phi/2\pi=0.1842$, as do 40 unwrapped strings. Principal values give $0.1842-13/40=-0.1408$. So $\Delta P=-0.0460\ e/\text{bohr}$ ($-139$ pC/m) becomes $+0.0352\ e/\text{bohr}$ ($+107$ pC/m).

**Q.** Could I move the origin, or average $e^{i\phi}$ instead?

**A.** Moving all orbitals by $\tau$ closes the string with $u_{N_x}=e^{-2\pi i\tau/a}u_0$, which adds $2\pi\tau/a$ to every phase. With $\tau=-0.4a$ the range $0.655$ to $4.495$ becomes about $-1.86$ to $1.98$, nothing is folded, and 40 principal values give $0.3575-0.4=-0.0425$. This is sure to work when all strings fit in one window of width $2\pi$ and you know where it lies; if they fit in no such window, a correct mean would rely on upward and downward folds cancelling. The circular mean is another quantity. With $\delta=\phi-\bar\phi$ and $\langle\delta\rangle=0$, $\langle\sin\delta\rangle=-\langle\delta^3\rangle/6+\dots$ and $\langle\cos\delta\rangle=1+O(\delta^2)$, so $\arg\langle e^{i\phi}\rangle-\bar\phi=-\langle\delta^3\rangle/6$ to leading order in the spread. Here the spread is large, and 40 strings give $0.269$ in place of $0.357$.

**Q.** Does unwrapping always close on itself?

**A.** Put $\lambda=y$ above: $d\phi/dy=-\oint\Omega_{xy}dx$. While the gap is open this is finite, so a continuous branch exists. Integrating over a period, with $C=\frac1{2\pi}\int\Omega_{xy}\,dx\,dy$,
$$\phi(y+2\pi)-\phi(y)=-2\pi C .$$
The branch is periodic if and only if the Chern number vanishes.

Set $s=0.05$ Ha, so $v(y)=0.05+0.10\sin y$ Ha, which never reaches $-w$ and equals $w$ at 30° and 150°. There $h=0$ at $x=\pi$, and the winding of $\chi$ changes by one. In $\oint\frac12(1-\Delta/E)\chi'dx$ the weight at $h=0$ is $0$ for $\Delta>0$ (30°) and $1$ for $\Delta<0$ (150°). So the integral is continuous at 30° and jumps by $+2\pi$ at 150°, where $v$ falls below $w$ and the winding rises from 0 to 1. The integral is periodic in $y$, so its continuous part changes by $-2\pi$, and $C=+1$.

The mean then depends on the window $[y_0,y_0+2\pi]$: $d\bar\phi/dy_0=[\phi(y_0+2\pi)-\phi(y_0)]/2\pi=-C$, and a shift of $\pi/2$ changes $\bar\phi/2\pi$ by $-1/4$. No window-independent $P$ exists. But $\partial_\lambda\phi$ is periodic in $y$, so changes at a fixed window survive: for $\Delta_0=0.02\to0.04$ Ha the current integral and 40 unwrapped strings both give $-0.0382$.

**Q.** So it fails only for $C\neq0$, and a zero winding certifies my result.

**A.** The first holds for a gapped system on a fine enough mesh; the second is false. Reducing a difference to $(-\pi,\pi]$ recovers it only if its true size is below $\pi$. Return to $s=0$ with $v=0.098$ Ha and $N_x=800$. On ten strings the largest step of the integral formula is $3.669$, which is read as $3.669-2\pi=-2.614$. Since $\phi$ is even in $y$, the mirror step is misread oppositely and the winding is zero, yet the mean is off by $-3/10$, the three strings between the two steps. On 100 strings the largest step is $1.714$ and the error is gone.

At $v=w$ the gap closes where $\Delta=0$, and no mesh helps. Away from $x=\pi$, $\chi'=w^2(1+\cos x)/[2w^2(1+\cos x)]=\frac12$, so the smooth part of $\phi$ tends to $\pi/2$ as $\Delta\to0^\pm$. At $x=\pi$, $h$ changes sign. For $\Delta>0$ the $A$ component of $u$ vanishes there and nothing happens. For $\Delta<0$ it is the whole of $u$, which flips sign and adds $\pi$ modulo $2\pi$. With $N_x=40000$ the principal values at $\Delta=\pm10^{-4}$ Ha are $\pm1.566$. The step between them reads $-3.13$ when reduced to $(-\pi,\pi]$, which continues the branch of $v>w$, and $-3.13+2\pi=+3.15$ on the branch of $v<w$. Both tend to $\pi$ in size as $\Delta\to0$, so continuity cannot choose between them. At $v=0.05$ Ha the same step is $0.008$.

**Q.** And with several bands, or in three dimensions?

**A.** The overlap becomes the determinant of the occupied-band overlap matrix $1-iA_xdx$, and $\det(1-iA_xdx)\approx e^{-i\,\mathrm{tr}A_xdx}$, so $C$ is the total over occupied bands. A sector $H(\mathbf k)$ and its partner $H^*(-\mathbf k)$, with states $u^*(-\mathbf k)$, have curvatures $\Omega(\mathbf k)$ and $-\Omega(-\mathbf k)$: conjugation flips the imaginary part and the two derivative signs cancel. Each sector may wind while the total closes, and a coupling that keeps the gap open cannot change that integer. In three dimensions $\phi$ lives on a transverse torus. Being continuous modulo $2\pi$, it has on any simply connected patch a continuous branch, unique up to one overall multiple of $2\pi$, so only the two loops around the torus can obstruct it. The formula above gives their windings as $-C_{xy}$ and $-C_{xz}$, minus the Chern numbers of the two planes that contain the string direction $x$. The Chern number of the transverse plane does not enter.
